# Landau Heat Capacities Below Quartic and Tricritical Transitions: a program that tests the result

```python
"""Landau excess heat capacity below quartic and tricritical transitions.

Free energy per volume relative to the P=0 phase, with t = T0 - T:
    g = -a*t*P**2/2 + b*P**4/4 + c*P**6/6 - E*P
Results under test at E=0 and t>0:
    quartic (c=0):     C = T*a**2/(2*b), a finite jump at T0
    tricritical (b=0): C = T*a**1.5/(4*sqrt(c*t)), an inverse-root divergence
P is polarization, E field, T temperature; a, b, c are Landau coefficients.
All internal quantities are in SI units. Material inputs are rough values.
"""
import numpy as np
from scipy.constants import k as k_B, epsilon_0
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize_scalar, brentq
from scipy.special import gamma

T0 = 700.0
T_ref = 300.0
P_ref = 0.20
a = 5.0e6
t_ref = T0 - T_ref
b4 = a * t_ref / P_ref**2
c6 = a * t_ref / P_ref**4
b_near = 0.1 * b4
to_cm3 = 1e-6


def energy(P, t, b, c, E=0.0):
    return -a*t*P**2/2 + b*P**4/4 + c*P**6/6 - E*P


def minimum(t, b, c, E=0.0, low=0.0, high=0.5):
    """Direct minimization; returns polarization and energy."""
    res = minimize_scalar(energy, bounds=(low, high), args=(t, b, c, E),
                          method="bounded",
                          options={"xatol": 1e-13, "maxiter": 1000})
    return res.x, res.fun


def numerical_C(t, b, c, E=0.0, step=None):
    """Heat capacity from second differences of the minimized energy."""
    h = 0.01*abs(t) if step is None else step
    g = [minimum(t + j*h, b, c, E)[1] for j in (-1, 0, 1)]
    return -(T0 - t)*(g[0] - 2*g[1] + g[2])/h**2


def numerical_slope(t, b, c):
    h = 0.001*t
    return (minimum(t+h, b, c)[1] - minimum(t-h, b, c)[1])/(2*h)


def C_quartic(t):
    return (T0 - t)*a**2/(2*b4)


def C_tricritical(t):
    return (T0 - t)*a**1.5/(4*np.sqrt(c6*t))


def C_general(t, b, c):
    return (T0 - t)*a**2/(2*np.sqrt(b**2 + 4*a*c*t))


# Heat capacities against direct minimization, below and above T0
distances = [0.01, 0.1, 1.0, 10.0, 100.0]
for t in distances:
    assert np.isclose(numerical_C(t, b4, 0), C_quartic(t), rtol=1e-4)
    assert np.isclose(numerical_C(t, 0, c6), C_tricritical(t), rtol=1e-4)
    assert np.isclose(numerical_C(t, b_near, c6),
                      C_general(t, b_near, c6), rtol=1e-4)
jump = a**2*T0/(2*b4)
for b, c in ((b4, 0), (0, c6), (b_near, c6)):
    assert abs(numerical_C(-1.0, b, c)) < 1e-6*jump
assert np.isclose(numerical_C(0.001, b4, 0), jump, rtol=1e-4)


# Exponents of C/T from numerical minimization alone
def exponent(b, c):
    t1, t2 = 0.01, 0.1
    y1 = numerical_C(t1, b, c)/(T0 - t1)
    y2 = numerical_C(t2, b, c)/(T0 - t2)
    return np.log(y2/y1)/np.log(t2/t1)


exp_quartic = exponent(b4, 0)
exp_tri = exponent(0, c6)
assert abs(exp_quartic) < 1e-4
assert abs(exp_tri + 0.5) < 1e-4


# Entropy and heat, with t = u**2 to remove the integrable singularity
def integral(function, end):
    return quad(lambda u: 2*u*function(u*u), 0, np.sqrt(end))[0]


entropy_loss = a*P_ref**2/2
heats = []
for C, b, c in ((C_quartic, b4, 0), (C_tricritical, 0, c6)):
    area = integral(lambda t: C(t)/(T0 - t), t_ref)
    assert np.isclose(area, -numerical_slope(t_ref, b, c), rtol=1e-5)
    assert np.isclose(area, entropy_loss, rtol=1e-6)
    for tau in (0.01, 1.0):
        heat = integral(C, tau)
        enthalpy = (minimum(tau, b, c)[1]
                    + (T0 - tau)*numerical_slope(tau, b, c))
        assert np.isclose(heat, -enthalpy, rtol=1e-5)
        heats.append(heat)
assert abs(heats[0]/heats[1] - 0.01) < 1e-4
assert abs(heats[2]/heats[3] - 0.1) < 1e-3

# Crossover distance: where the two limiting forms of C/T are equal
t_cross = b_near**2/(4*a*c6)
equal_t = brentq(lambda t: a**2/(2*b_near)
                 - C_tricritical(t)/(T0 - t), 1e-4, 100)
assert np.isclose(equal_t, t_cross, rtol=1e-8)
jump_near = a**2*T0/(2*b_near)
assert np.isclose(numerical_C(1e-4*t_cross, b_near, c6),
                  jump_near, rtol=1e-3)

# Stiffness, permittivity and uniform-switching field at T_ref
stiffness = []
coercive = []
for b, c, factor, ratio in ((b4, 0, 2, 2/(3*np.sqrt(3))),
                            (0, c6, 4, 4/5**1.25)):
    P = minimum(t_ref, b, c)[0]
    h = 1e-3*P
    curv = (energy(P+h, t_ref, b, c) - 2*energy(P, t_ref, b, c)
            + energy(P-h, t_ref, b, c))/h**2
    assert np.isclose(curv, factor*a*t_ref, rtol=1e-4)
    stiffness.append(curv)
    res = minimize_scalar(lambda p: -(a*t_ref*p - b*p**3 - c*p**5),
                          bounds=(0, P_ref), method="bounded")
    assert np.isclose(-res.fun, ratio*a*t_ref*P_ref, rtol=1e-7)
    coercive.append(-res.fun)
permittivity = [1 + 1/(epsilon_0*s) for s in stiffness]

# Built-in field: smeared step and finite peak
E_built = 1.0e7
C_field_quartic = numerical_C(0.0, b4, 0, E_built, step=0.2)
assert np.isclose(C_field_quartic, 2*jump/3, rtol=1e-4)


def t_of_P(P, b, c):
    return (b*P**2 + c*P**4 - E_built/P)/a


for P in (0.04, 0.06, 0.10):
    t = t_of_P(P, b4, 0)
    formula = (T0-t)*a**2*P**3/(E_built + 2*b4*P**3)
    assert np.isclose(numerical_C(t, b4, 0, E_built, 0.2),
                      formula, rtol=2e-4)


def C_field_tri(P):
    t = t_of_P(P, 0, c6)
    return (T0-t)*a**2*P**3/(E_built + 4*c6*P**5)


peak = minimize_scalar(lambda P: -C_field_tri(P), bounds=(0.03, 0.2),
                       method="bounded", options={"xatol": 1e-10})
t_peak = t_of_P(peak.x, 0, c6)
C_peak = numerical_C(t_peak, 0, c6, E_built, 0.2)
assert np.isclose(C_peak, -peak.fun, rtol=1e-4)
for shift in (-5, 5):
    assert numerical_C(t_peak+shift, 0, c6, E_built, 0.2) < C_peak

# Gaussian spread of local transition temperatures, evaluated at mean T0
sigma = 10.0
amplitude = a**1.5/(4*np.sqrt(c6))
average = quad(lambda u: 2*np.exp(-u**4/(2*sigma**2))
               / (sigma*np.sqrt(2*np.pi)), 0, 12*np.sqrt(sigma))[0]
assert np.isclose(average, gamma(0.25)
                  / (2*np.sqrt(np.pi)*np.sqrt(sigma*np.sqrt(2))),
                  rtol=1e-7)
C_spread = T0*amplitude*average

# Non-polar layer in series, short-circuited: solve for both fields
film, layer, eps_layer = 10e-9, 0.5e-9, 30.0
P_test = 0.01
fields = np.linalg.solve(
    np.array([[film, layer], [-epsilon_0, epsilon_0*eps_layer]]),
    np.array([0.0, P_test]))
depol = -fields[0]/P_test
assert np.isclose(depol, 1/(epsilon_0*(1 + eps_layer*film/layer)),
                  rtol=1e-10)
T_shift = depol/a

# Leading Gaussian fluctuation term with uniaxial dipolar stiffness
eps_back = 10.0
dipolar = 1/(epsilon_0*eps_back)
D_test = 50.0
direct = dblquad(lambda x, mu: x*x/(2*np.pi**2)
                 / (1+x*x+D_test*mu*mu)**2, 0, 1, 0, np.inf)[0]
assert np.isclose(direct, np.arcsinh(np.sqrt(D_test))
                  / (8*np.pi*np.sqrt(D_test)), rtol=1e-6)


def C_fluctuation(t, factor, kappa):
    r = factor*a*t
    return (k_B*(T0-t)**2*(factor*a)**2/(16*np.pi*kappa**1.5)
            * np.arcsinh(np.sqrt(dipolar/r))/np.sqrt(dipolar))


t_fluct = 10.0
kappas = (5e-10, 1e-10)
fluct = [(C_fluctuation(t_fluct, 2, q)/C_quartic(t_fluct),
          C_fluctuation(t_fluct, 4, q)/C_tricritical(t_fluct))
         for q in kappas]

# First-order alternative: reversed quartic coefficient, same c
t_first = brentq(lambda t: minimum(t, -b4, c6, low=0.12)[1], -90, -50)
P_first = minimum(t_first, -b4, c6, low=0.12)[0]
assert np.isclose(-t_first, 3*b4**2/(16*a*c6), rtol=1e-6)
assert np.isclose(P_first**2, 3*b4/(4*c6), rtol=1e-5)
latent = (T0-t_first)*a*P_first**2/2

# Classical lattice heat capacity for three atoms per formula unit
formula_volume = 33e-30
C_lattice = 9*k_B/formula_volume

print("INPUTS (rough hafnium-zirconium-oxide regime)")
print(f"T0 = {T0:.0f} K; reference T = {T_ref:.0f} K")
print(f"P at reference T = {P_ref*100:.1f} uC/cm2")
print(f"a = {a:.3e} J m/(C2 K)")
print(f"quartic b = {b4:.3e} J m5/C4")
print(f"tricritical c = {c6:.3e} J m9/C6")
print(f"near-tricritical b = {b_near:.3e} J m5/C4")
print("HEAT CAPACITY")
print(f"quartic jump = {jump*to_cm3:.4f} J/(cm3 K)")
print(f"near-tricritical jump = {jump_near*to_cm3:.4f} J/(cm3 K)")
print(f"crossover distance = {t_cross:.3f} K")
print("T0-T (K): C quartic, near-tricritical, tricritical, J/(cm3 K)")
for t in distances:
    print(f"{t:7.2f}: {C_quartic(t)*to_cm3:.4f}, "
          f"{C_general(t, b_near, c6)*to_cm3:.4f}, "
          f"{C_tricritical(t)*to_cm3:.4f}")
print(f"fitted exponent of C/T, quartic = {abs(exp_quartic):.4f}")
print(f"fitted exponent of C/T, tricritical = {exp_tri:.4f}")
print(f"entropy loss T0 to 300 K = {entropy_loss*to_cm3:.4f} J/(cm3 K)")
print(f"heat in last 1 K, quartic = {heats[1]*to_cm3:.4f} J/cm3")
print(f"heat in last 1 K, tricritical = {heats[3]*to_cm3:.4f} J/cm3")
print("REGIME AND NEGLECTED EFFECTS")
print(f"lattice volume per formula unit = {formula_volume*1e30:.0f} A3")
print(f"classical lattice C = {C_lattice*to_cm3:.2f} J/(cm3 K)")
print(f"quartic jump / lattice C = {100*jump/C_lattice:.1f} %")
for name, eps, field in zip(("quartic", "tricritical"),
                            permittivity, coercive):
    print(f"{name}, 300 K: relative permittivity {eps:.1f}, "
          f"switching field {field/1e8:.2f} MV/cm")
print(f"built-in field = {E_built/1e8:.2f} MV/cm")
print(f"quartic C at T0 in field = {C_field_quartic*to_cm3:.4f} J/(cm3 K)")
print(f"tricritical peak in field = {C_peak*to_cm3:.4f} J/(cm3 K)")
print(f"tricritical peak lies {-t_peak:.1f} K above T0")
print(f"T0 standard deviation = {sigma:.1f} K")
print(f"tricritical C at mean T0 = {C_spread*to_cm3:.4f} J/(cm3 K)")
print(f"film = {film*1e9:.1f} nm; non-polar layer = {layer*1e9:.1f} nm")
print(f"layer permittivity = {eps_layer:.0f}; T0 lowered {T_shift:.1f} K")
print(f"fluctuations at T0-T = {t_fluct:.0f} K, "
      f"background permittivity {eps_back:.0f}")
for kappa, ratios in zip(kappas, fluct):
    print(f"gradient coefficient {kappa:.1e} J m3/C2: fluctuation/Landau C "
          f"quartic {ratios[0]:.2f}, tricritical {ratios[1]:.2f}")
print(f"first-order case: b = {-b4:.3e} J m5/C4, same c")
print(f"first-order Tc - T0 = {-t_first:.1f} K")
print(f"first-order P at Tc = {P_first*100:.2f} uC/cm2")
print(f"first-order latent heat = {latent*to_cm3:.2f} J/cm3")
print("all tests passed")
```

Output:

```
INPUTS (rough hafnium-zirconium-oxide regime)
T0 = 700 K; reference T = 300 K
P at reference T = 20.0 uC/cm2
a = 5.000e+06 J m/(C2 K)
quartic b = 5.000e+10 J m5/C4
tricritical c = 1.250e+12 J m9/C6
near-tricritical b = 5.000e+09 J m5/C4
HEAT CAPACITY
quartic jump = 0.1750 J/(cm3 K)
near-tricritical jump = 1.7500 J/(cm3 K)
crossover distance = 1.000 K
T0-T (K): C quartic, near-tricritical, tricritical, J/(cm3 K)
   0.01: 0.1750, 1.7413, 17.4998
   0.10: 0.1750, 1.6683, 5.5332
   1.00: 0.1748, 1.2357, 1.7475
  10.00: 0.1725, 0.5201, 0.5455
 100.00: 0.1500, 0.1493, 0.1500
fitted exponent of C/T, quartic = 0.0000
fitted exponent of C/T, tricritical = -0.5000
entropy loss T0 to 300 K = 0.1000 J/(cm3 K)
heat in last 1 K, quartic = 0.1749 J/cm3
heat in last 1 K, tricritical = 3.4983 J/cm3
REGIME AND NEGLECTED EFFECTS
lattice volume per formula unit = 33 A3
classical lattice C = 3.77 J/(cm3 K)
quartic jump / lattice C = 4.6 %
quartic, 300 K: relative permittivity 29.2, switching field 1.54 MV/cm
tricritical, 300 K: relative permittivity 15.1, switching field 2.14 MV/cm
built-in field = 0.10 MV/cm
quartic C at T0 in field = 0.1167 J/(cm3 K)
tricritical peak in field = 0.3479 J/(cm3 K)
tricritical peak lies 16.8 K above T0
T0 standard deviation = 10.0 K
tricritical C at mean T0 = 0.4759 J/(cm3 K)
film = 10.0 nm; non-polar layer = 0.5 nm
layer permittivity = 30; T0 lowered 37.6 K
fluctuations at T0-T = 10 K, background permittivity 10
gradient coefficient 5.0e-10 J m3/C2: fluctuation/Landau C quartic 0.20, tricritical 0.22
gradient coefficient 1.0e-10 J m3/C2: fluctuation/Landau C quartic 2.18, tricritical 2.45
first-order case: b = -5.000e+10 J m5/C4, same c
first-order Tc - T0 = 75.0 K
first-order P at Tc = 17.32 uC/cm2
first-order latent heat = 58.13 J/cm3
all tests passed
```
